\section*{Maximum Transmission of a Resonant State with Unequal Broadenings}

\section*{Problem}

A gate-defined dot in a two-dimensional channel has one non-degenerate state of energy $\varepsilon$ near the Fermi level. The state is coupled to a left lead $L$ and a right lead $R$, each a continuum. Electrons move elastically and without interaction, there is no path from $L$ to $R$ except through the state, and there is no third lead. With $V_{\alpha k}$ the matrix element between the state and lead state $k$ of lead $\alpha$, the broadenings are
\begin{equation}
\Gamma_\alpha(E)=2\pi\sum_k |V_{\alpha k}|^2\,\delta(E-E_{\alpha k}),\qquad \alpha=L,R .
\label{gamma}
\end{equation}
They are full widths in energy. Their ratio is $\Gamma_L/\Gamma_R=3$ at every energy in the band.

\begin{enumerate}
\item[(a)] Derive the coherent transmission $T(E)$, summed over the channels of the leads.
\item[(b)] Show that its maximum is $0.75$, and state what is needed for this value to be reached.
\item[(c)] Take each lead to be a semi-infinite chain. Find the position of the maximum and the reflection amplitude there, and explain why the transmission is incomplete although the electron is on resonance.
\item[(d)] A peak transmission of $0.75$ has been found. What does it say about the two broadenings, and how sensitive is it to their ratio?
\item[(e)] For an InSb quantum-well dot with $\Gamma_L=0.3$ meV and $\Gamma_R=0.1$ meV at $0.1$ K, in an in-plane field of $2$ T, find the peak conductance and estimate the main effects left out.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Transmission through one state}

Let $d$ be the amplitude on the state and $c_{\alpha k}$ the amplitudes on the lead states, with $V_{\alpha k}=\langle\alpha k|H|0\rangle$. The stationary Schr\"odinger equation reads
\begin{align}
(E-\varepsilon)\,d&=\sum_{\alpha k}V_{\alpha k}^*\,c_{\alpha k},\label{dot}\\
(E-E_{\alpha k})\,c_{\alpha k}&=V_{\alpha k}\,d .\label{lead}
\end{align}
Let the electron arrive in the left state $p$, so that $E=E_{Lp}$. The solution of \eqref{lead} with this incoming wave, and otherwise with outgoing waves alone, is
\begin{equation}
c_{\alpha k}=\delta_{\alpha L}\delta_{kp}+\frac{V_{\alpha k}\,d}{E-E_{\alpha k}+i0^+}.
\label{c}
\end{equation}
Inserting this in \eqref{dot} gives
\begin{equation}
(E-\varepsilon)\,d=V_{Lp}^*+(\Sigma_L+\Sigma_R)\,d,\qquad
\Sigma_\alpha(E)=\sum_k\frac{|V_{\alpha k}|^2}{E-E_{\alpha k}+i0^+}.
\end{equation}
Since $1/(x+i0^+)=\mathcal P(1/x)-i\pi\delta(x)$, the imaginary part of $\Sigma_\alpha$ is $-\pi\sum_k|V_{\alpha k}|^2\delta(E-E_{\alpha k})$, which is $-\Gamma_\alpha/2$ by \eqref{gamma}. Call the real part $\Lambda_\alpha$, and write $\Lambda=\Lambda_L+\Lambda_R$ and $\Gamma=\Gamma_L+\Gamma_R$. Then
\begin{equation}
d=G(E)\,V_{Lp}^*,\qquad G(E)=\frac{1}{E-\varepsilon-\Lambda+i\Gamma/2}.
\label{G}
\end{equation}

The next quantity is the rate at which probability enters the right lead. The time-dependent equation $i\hbar\dot c_{Rq}=E_{Rq}c_{Rq}+V_{Rq}d$ shows that the coupling feeds the state $q$ at the rate
\begin{equation}
2\,\mathrm{Re}\!\left(c_{Rq}^*\,\frac{V_{Rq}d}{i\hbar}\right)=\frac{2}{\hbar}\,\mathrm{Im}\left(c_{Rq}^*V_{Rq}d\right),
\end{equation}
because the term with the real energy $E_{Rq}$ does not change $|c_{Rq}|^2$. From \eqref{c}, $c_{Rq}^*=V_{Rq}^*d^*/(E-E_{Rq}-i0^+)$, and the imaginary part of $1/(x-i0^+)$ is $+\pi\delta(x)$. The sum over $q$ is therefore
\begin{equation}
\frac{2\pi}{\hbar}\sum_q|V_{Rq}|^2\delta(E-E_{Rq})\,|d|^2=\frac{\Gamma_R}{\hbar}|d|^2=\frac{\Gamma_R}{\hbar}|G|^2|V_{Lp}|^2 .
\end{equation}
Adding the contributions of all left states $p$ in an energy interval $dE$, and using $\sum_{p\in dE}|V_{Lp}|^2=\Gamma_L\,dE/2\pi$, gives the transmitted rate
\begin{equation}
\frac{\Gamma_L\Gamma_R}{2\pi\hbar}|G|^2\,dE=\Gamma_L\Gamma_R|G|^2\,\frac{dE}{h}.
\label{rate}
\end{equation}

This must be compared with the incident rate. In one channel of a lead of length $\ell$, the unperturbed states are standing waves. The incoming half of each has density $1/2\ell$ and carries the flux $v/2\ell$, where $v$ is the speed. The allowed wave numbers are $\pi/\ell$ apart, so $dE$ contains $\ell\,dE/(\pi\hbar v)$ states. The product is $dE/2\pi\hbar=dE/h$ per channel, independent of $v$ and $\ell$. Dividing \eqref{rate} by $dE/h$ gives the transmission summed over channels,
\begin{equation}
T(E)=\Gamma_L\Gamma_R|G|^2=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon-\Lambda)^2+(\Gamma/2)^2}.
\label{T}
\end{equation}
Nothing here requires $\Gamma_\alpha$ or $\Lambda$ to be constant in energy.

\subsection*{(b) The maximum}

The first term in the denominator of \eqref{T} is a square and cannot be negative. Dropping it can only raise the fraction. With $r=\Gamma_L/\Gamma_R$,
\begin{equation}
T(E)\le\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}=\frac{4r\,\Gamma_R^2}{(r+1)^2\Gamma_R^2}=\frac{4r}{(1+r)^2}.
\label{bound}
\end{equation}
For $r=3$ the right side is $12/16=3/4$. Because $r$ is the same at every energy, so is this bound, even when the broadenings themselves vary. Equality holds when
\begin{equation}
E=\varepsilon+\Lambda(E).
\label{root}
\end{equation}
If this equation has a root inside the band, where $\Gamma>0$, the maximum is
\begin{equation}
T_{\max}=\frac34 .
\end{equation}

If no root lies inside the band, $3/4$ remains an upper bound but is not reached at any energy in the band. For strong coupling the equation can have several roots, some outside the band and one inside; the one inside is enough. If $r$ varies with energy and equals $3$ at the root, then $T=3/4$ there, but a neighbouring energy with a more even ratio may transmit slightly more. For a spin-degenerate level without interaction and with conserved spin, the result holds for each spin separately.

The shortfall from complete transmission follows from $(1+r)^2-4r=(r-1)^2$:
\begin{equation}
1-\frac{4r}{(1+r)^2}=\left(\frac{r-1}{r+1}\right)^2 .
\label{deficit}
\end{equation}
It vanishes for $r=1$. For $r\gg1$ the peak falls as $4/r$, so the weaker coupling limits the passage. At $r=10$ the peak is $40/121=0.33$.

\subsection*{(c) Chains as leads: position of the peak and reflection}

Number the sites of each chain $n=1,2,\dots$ away from the dot. Let the hopping matrix element be $-t$, so that $E=-2t\cos k$ with $0<k<\pi$, and let $-v_\alpha$ couple site $1$ of chain $\alpha$ to the state. The wave $e^{ikn}$ has velocity $(2t/\hbar)\sin k>0$ per site and moves away from the dot. For incidence from the left,
\begin{equation}
\psi^L_n=e^{-ikn}+a\,e^{ikn},\qquad \psi^R_n=b\,e^{ikn}.
\end{equation}
At site $1$ of the left chain, $E\psi^L_1=-t\psi^L_2-v_Ld$. The same plane waves continued to $n=0$ satisfy $E\psi^L_1=-t\psi^L_2-t\psi^L_0$. Subtracting the two equations gives $t\psi^L_0=v_Ld$, and likewise $t\psi^R_0=v_Rd$ on the right:
\begin{equation}
1+a=\frac{v_Ld}{t},\qquad b=\frac{v_Rd}{t}.
\label{ab}
\end{equation}
With these, the amplitudes next to the dot are
\begin{align}
\psi^L_1&=e^{-ik}+\left(\frac{v_Ld}{t}-1\right)e^{ik}=-2i\sin k+\frac{v_Ld}{t}e^{ik},\\
\psi^R_1&=\frac{v_Rd}{t}e^{ik}.
\end{align}
The equation for the state, $(E-\varepsilon)d=-v_L\psi^L_1-v_R\psi^R_1$, becomes
\begin{equation}
\left[E-\varepsilon+\frac{v_L^2+v_R^2}{t}\,(\cos k+i\sin k)\right]d=2i\,v_L\sin k .
\end{equation}
Comparison with the denominator of \eqref{G} identifies
\begin{equation}
\Gamma_\alpha=\frac{2v_\alpha^2}{t}\sin k,\qquad
\Lambda=-\frac{v_L^2+v_R^2}{t}\cos k=\frac{(v_L^2+v_R^2)E}{2t^2},
\end{equation}
and $d=2iGv_L\sin k$. From \eqref{ab},
\begin{equation}
|b|^2=\frac{4v_L^2v_R^2\sin^2k}{t^2}|G|^2=\Gamma_L\Gamma_R|G|^2,
\end{equation}
which is \eqref{T} again, now obtained by matching waves. The ratio $\Gamma_L/\Gamma_R=v_L^2/v_R^2$ is the same at every energy. If a root lies inside the band, condition \eqref{root} gives the position of the peak:
\begin{equation}
E_{\rm peak}=\frac{\varepsilon}{1-(v_L^2+v_R^2)/2t^2}.
\end{equation}
In units of $t$, take $\varepsilon=0.3$, $v_L^2=0.09$ and $v_R^2=0.03$. Then $E_{\rm peak}=0.3/0.94=0.31915$. A numerical search using the matching equations finds the maximum at this energy, with height $0.750000$.

The reflected amplitude follows from \eqref{ab}:
\begin{equation}
a=-1+\frac{2iv_L^2\sin k}{t}G=-1+i\Gamma_LG .
\end{equation}
At resonance $G=1/(i\Gamma/2)=-2i/\Gamma$, so
\begin{equation}
a=-1+\frac{2\Gamma_L}{\Gamma}=\frac{\Gamma_L-\Gamma_R}{\Gamma}=-1+\frac32=\frac12 ,
\label{refl}
\end{equation}
and $|a|^2=1/4$, which with $T=3/4$ adds to one.

Equation \eqref{refl} shows the mechanism. The term $-1$ is the reflection from the end of the uncoupled chain. The term $2\Gamma_L/\Gamma$ is the wave that has entered the state and leaks back to the left. The two have opposite signs at resonance, and they cancel completely when $\Gamma_L=\Gamma_R$. Here the returning wave is too strong, $3/2$ against $1$, and half an amplitude is left over. For incidence from the right the returning wave is $2\Gamma_R/\Gamma=1/2$, too weak by the same amount. The reflected amplitude is then $-1/2$, and the transmission is again $3/4$.

Four further wave-matching calculations show where the assumptions enter. The first three use $t=1$. The last uses $t=1000$ meV, so that the broadenings are practically constant near the resonance.
\begin{itemize}
\item \emph{Several channels.} With two chains on each side, squared couplings $0.05$ and $0.04$ on the left and $0.01$ and $0.02$ on the right, the summed broadenings are still $3:1$. The maximum of the summed transmission is $0.750000$.
\item \emph{Level outside the band.} With $\varepsilon=3$ and the couplings used above, the root of \eqref{root} is $E=3.045$, beyond the band edge at $2$. Above the band the shift is $\Lambda=(v_L^2+v_R^2)\,(E-\sqrt{E^2-4})/2$, and the linear form found inside the band no longer applies. The largest transmission in the band is $0.0020$.
\item \emph{A direct path.} With $\varepsilon=0$, the same couplings and a direct matrix element of size $0.3$ between the first sites of the two chains, the maximum is $0.83$. The bare ratio $3:1$ then no longer fixes the peak.
\item \emph{A third lead.} A further lead of width $\gamma$ adds $-i\gamma/2$ to the self-energy, so at resonance $|G|^2=4/(\Gamma+\gamma)^2$ and
\begin{equation}
T_{LR}=\frac{4\Gamma_L\Gamma_R}{(\Gamma+\gamma)^2}.
\label{third}
\end{equation}
For widths $0.3$, $0.1$ and $\gamma=0.1$ meV this is $0.12/0.25=0.48$, in agreement with wave matching on three chains.
\end{itemize}

\subsection*{(d) Reading the ratio from the peak}

Solving \eqref{deficit} for $r$ at $T_{\max}=3/4$ gives
\begin{equation}
\frac{r-1}{r+1}=\pm\sqrt{1-\tfrac34}=\pm\frac12\quad\Longrightarrow\quad r=3\ \text{ or }\ r=\frac13 .
\end{equation}
The peak height gives the degree of asymmetry but not which side is coupled more strongly. It also says nothing about the size of $\Gamma$, which has to be read from the width of the line.

The sensitivity is
\begin{equation}
\frac{dT_{\max}}{dr}=\frac{4}{(1+r)^2}-\frac{8r}{(1+r)^3}=\frac{4(1-r)}{(1+r)^3}=-\frac18\quad\text{at } r=3 .
\end{equation}
To first order, a ratio larger by $10\%$, that is by $0.3$, lowers the peak by about $0.04$, or $5\%$ of its value. Near $r=1$ the derivative vanishes, and the peak height is a poor measure of small asymmetries.

\subsection*{(e) An InSb quantum-well dot}

InSb serves here because of its large $g$-factor. A moderate field splits the two spin states by much more than $\Gamma$ and leaves one non-degenerate state at the Fermi level, as the derivation requires. The field lies in the plane of the well to limit its effect on the orbital motion. The following inputs are rough typical values: effective mass $0.02$ electron masses, $|g|=30$, relative permittivity $17$, dot side $60$ nm, dephasing time $1$ ns. Because the InSb conduction band is strongly non-parabolic, the mass and $g$ depend on the well width; these values suit a well roughly $20$ nm wide, while a $10$ nm well has a mass near $0.03$, a smaller $|g|$ and a smaller orbital spacing. The two broadenings are chosen; in such a dot they are set by gate voltages.

\paragraph{Peak and width.} With $\Gamma=0.4$ meV and constant broadenings,
\begin{equation}
T_{\max}=\frac{0.3\times0.1}{(0.2)^2}=0.75,\qquad
T(\pm0.2\ \text{meV})=\frac{0.03}{0.04+0.04}=0.375,
\end{equation}
where the energy is measured from the resonance. The full width at half maximum is therefore $\Gamma$. In linear response, with a bias energy well below $\Gamma$ and at low temperature, the conductance of one spin state is $(e^2/h)\,T$:
\begin{equation}
0.75\times38.7\ \mu\text{S}\approx29\ \mu\text{S},
\end{equation}
which corresponds to a resistance of about $34$ k$\Omega$.

\paragraph{Temperature.} At finite temperature $T$ is replaced by its average over $-\partial f/\partial E$, where $f$ is the Fermi function. Near the peak, $T(E)\approx T_{\max}(1-4E^2/\Gamma^2)$, and the average of $E^2$ is $\pi^2(k_BT_e)^2/3$, with $T_e$ the electron temperature. The relative loss is, to leading order,
\begin{equation}
\frac{4\pi^2}{3}\left(\frac{k_BT_e}{\Gamma}\right)^2=13.2\left(\frac{0.00862}{0.4}\right)^2=0.006
\end{equation}
at $0.1$ K. The full average is $0.7455$. At $4.2$ K, $k_BT_e=0.36$ meV is close to $\Gamma$, the expansion fails, and the full average is $0.25$. The maximum of $T(E)$ is still $0.75$, but the conductance peak no longer shows it. Read as a zero-temperature peak, it would suggest a far larger asymmetry than is present.

\paragraph{The other spin state.} The Zeeman splitting is $|g|\mu_BB=3.47$ meV, with $\mu_B$ the Bohr magneton and $B$ the field. This is almost nine times $\Gamma$. If spin is conserved and the other state has the same broadenings, it adds a transmission of $0.03/(3.473^2+0.2^2)=0.0025$. Its occupation, with the Fermi level on the lower state, is the part of its Lorentzian spectral weight below the Fermi level:
\begin{equation}
n=\frac12-\frac1\pi\arctan\frac{2\times3.473}{0.4}=0.018 .
\end{equation}
The Coulomb energy of two electrons half a dot side apart is $2.8$ meV, much larger than $\Gamma$, so the repulsion can be ignored only because $n$ is small. With these numbers the mean-field shift of the level is about $2.82\times0.0183=0.05$ meV. This is only an order of magnitude: the average repulsion in the ground orbital of a flat, unscreened dot is more than twice as large, while the repulsion from the lower state raises the other spin state and makes $n$ smaller. The shift moves the peak on the gate-voltage axis but leaves its height unchanged, since the height depends on the ratio of the broadenings alone. Correlations beyond mean field are not estimated here.

\paragraph{The next orbital.} For a square dot with hard walls the spacing to the next orbital is $3\pi^2\hbar^2/(2mL^2)=15.7$ meV, with $m$ the effective mass and $L$ the dot side. Two orbitals share this higher energy. The one that is odd across the channel is left out, because it does not couple to the lowest, even mode of a centred lead. A two-level calculation with the ground orbital and the other one, with the same broadenings for both orbitals and opposite relative sign of their couplings, gives a peak of $0.7501$. The higher orbital is usually coupled more strongly: its slope at a hard wall is twice as large, which gives four times the broadening and a peak of $0.752$. With ten times the broadening the peak is $0.762$.

\paragraph{Dephasing.} Take the dephasing time as the decay time of the probability that the electron on the dot is still coherent. Treated as a third lead of width $\gamma=\hbar/(1\ \text{ns})=0.00066$ meV, dephasing then lowers the coherent peak to $0.7475$ by \eqref{third}. If the same time is instead the decay time of the amplitude, $\gamma$ is twice as large and the peak is $0.7451$. Electrons that lose their phase and still reach the right lead are not counted in this number.

\paragraph{The model and a real device.} The example describes a low-temperature quantum device and not a transistor in ordinary use. At $300$ K, $k_BT_e=25.9$ meV exceeds the orbital spacing, many states take part, and the single-state picture fails. At $0.1$ K, each of the changes in peak height estimated above is below $1\%$, provided the next orbital is broadened no more than a few times as strongly as the ground orbital. The loss from the electron temperature grows quickly, from $0.6\%$ of the peak at $0.1$ K to two thirds of it at $4.2$ K, with the broadenings held fixed. A gate that shifts the level may also change the barriers, and part (d) gives the resulting change of the peak. Spin--orbit coupling, which is strong in InSb, mixes the spins. The derivation in (a) survives this, because it needs one non-degenerate state and not a pure spin, provided the sums in \eqref{gamma} run over both spins in the leads. The separate addition of the other spin state is then no more than an estimate. The main computed values are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
CHAIN TESTS (energies in units of the lead hopping)
bare level energy: 0.300
squared couplings left, right: 0.090, 0.030
energy of maximum found by search: 0.31915
energy of maximum from level plus shift: 0.31915
maximum transmission: 0.750000
reflection at the maximum: 0.250000
maximum for reversed incidence: 0.750000
maximum with two channels per lead: 0.750000
maximum for broadening ratio 1:1: 1.0000
maximum for broadening ratio 3:1: 0.7500
maximum for broadening ratio 10:1: 0.3306
level at 3 hoppings, outside band, maximum: 0.0020
direct path of 0.3 hopping, level at 0, maximum: 0.8306
INSB DOT EXAMPLE
left, right, total broadening: 0.30, 0.10, 0.40 meV
peak transmission: 0.7500
transmission at offset 0.20 meV: 0.3750
conductance quantum e^2/h per spin: 38.740 uS
peak conductance: 29.06 uS
resistance at peak: 34.42 kOhm
ROUGH INPUTS
temperature, in-plane field: 0.1 K, 2.0 T
effective mass: 0.020 electron masses
g-factor magnitude, permittivity: 30, 17
dot side, dephasing time: 60 nm, 1.0 ns
NEGLECTED EFFECTS
kT at 0.1 K: 0.00862 meV
thermally averaged peak at 0.1 K: 0.7455
kT at 4.2 K: 0.3619 meV
thermally averaged peak at 4.2 K: 0.2480
Zeeman splitting: 3.473 meV
transmission through other spin state: 0.00248
occupation of other spin state: 0.0183
Coulomb energy at half the dot side: 2.82 meV
mean-field level shift: 0.0517 meV
orbital spacing: 15.67 meV
peak with next orbital, opposite sign: 0.75012
dephasing width: 0.000658 meV
coherent peak with this dephasing: 0.74754
coherent peak with third width 0.1 meV: 0.4800
kT at 300 K: 25.85 meV
\end{verbatim}
